\section*{Why Elastic Relaxation Alone Does Not Stop Island Ripening}

\section{Three islands and one}

Three strained islands sit far apart on a thick substrate. They are cones of the same slope, with base radii 15, 20 and 25 nm. Suppose their material is gathered into one cone of that slope. Volume goes as the cube of the radius, and
\begin{equation}
3^3+4^3+5^3=27+64+125=216=6^3 ,
\end{equation}
so the new island has radius 30 nm.

If each island gains elastic energy in proportion to its volume, the gathering changes no elastic energy. Surface energy goes as the square of the radius. In units of $(5\ \mathrm{nm})^2$ the sum of squares falls from $9+16+25=50$ to $36$. If an island costs surface energy, the single large island is therefore favoured, however strong the strain. It remains to show that the elastic gain does follow volume, and to find when this fails.

\section{The belief and its appeal}

The belief is this: islands form because they relax misfit strain, so the balance between elastic gain and surface cost selects a size, and ripening stops there.

Much of this is sound. Relaxation can make islands favourable over a flat strained film, once they are large enough. The two energies do scale differently with size, and their ratio does define a length. That length looks like a preferred size. It is in fact the size at the top of a nucleation barrier.

\section{Elastic energy follows volume}

Let $Y$ be Young's modulus, $\nu$ Poisson's ratio, $G=Y/[2(1+\nu)]$ the shear modulus and $M=Y/(1-\nu)$ the biaxial modulus, equal in film and substrate. The film is compressed by a misfit of magnitude $\varepsilon$, so its in-plane stress is $\sigma=-M\varepsilon$ and its energy density is $M\varepsilon^2$. Energies are counted from the same material in the flat strained film.

Let $h(x,y)$ be the island height and $\mathbf u$ the further displacement that relaxes the solid, with strain $e$. The energy change is
\begin{equation}
\mathcal E[\mathbf u]=\int_{\rm film}\sigma(\partial_xu_x+\partial_yu_y)\,dV+Q[\mathbf u],
\end{equation}
where $Q=\frac12\int e\!:\!C\!:\!e\,dV$, with $C$ here the stiffness tensor, is positive. The divergence theorem turns the first integral into one over the free surface, since the flat interface has no in-plane normal component. There the in-plane part of the outward area element is $-\nabla h\,d^2x$, so
\begin{equation}
\mathcal E=-L[\mathbf u]+Q[\mathbf u],\qquad L=\int\sigma\nabla h\cdot\mathbf u\,d^2x .
\end{equation}
At the minimum, replacing $\mathbf u$ by $t\mathbf u$ must give zero derivative at $t=1$: $-L+2Q=0$. Hence
\begin{equation}
E_{\rm el}=-\tfrac12\int\sigma\nabla h\cdot\mathbf u\,d^2x=-Q<0 .
\label{eq:work}
\end{equation}

Now enlarge the island $\lambda$ times at fixed shape. A half-space enlarged $\lambda$ times is the same half-space. The field $\lambda\mathbf u(\mathbf x/\lambda)$ has the old strains at the enlarged positions, and each volume integral grows by $\lambda^3$. The minimum therefore grows by $\lambda^3$ too, and
\begin{equation}
E_{\rm el}=-wV,\qquad w>0,
\end{equation}
with $w$ independent of size. The derivation uses linear elasticity, though the scaling holds for any local elastic energy that depends on strain alone. It needs fixed shape and composition, isolation, and a substrate much thicker than the island is wide. It also needs equal stiffness in film and substrate, as assumed here, or a film of negligible thickness beneath the island; otherwise that thickness enters as a length. It does not need a small slope.

A finite-element solution on the true conical surface, with $\nu=0.25$ and slope 0.2, gives 0.9989 for the summed elastic energy of the three islands divided by that of the merged one. At slope 0.6, doubling the radius leaves the energy per volume equal within 0.5\%.

\section{The size of the elastic gain}

To put a number on $w$, take small slopes, so that the load $\sigma\nabla h$ acts on a flat half-space $z<0$. Consider first a shear traction $f\cos qx$ and try
\begin{equation}
u_x=(a+bz)e^{qz}\cos qx,\qquad u_z=(c+bz)e^{qz}\sin qx .
\end{equation}
Equilibrium requires $(1-2\nu)\nabla^2\mathbf u+\nabla(\nabla\cdot\mathbf u)=0$. Here $\nabla\cdot\mathbf u=(b+qc-qa)e^{qz}\sin qx$, and the Laplacian of each component has amplitude $2qb\,e^{qz}$. Both components of the equation then give
\begin{equation}
2(1-2\nu)b+b+q(c-a)=0\;\Rightarrow\; qc=qa-(3-4\nu)b .
\end{equation}
Zero normal traction at $z=0$ means $(1-\nu)(b+qc)=\nu qa$. Inserting $qc$,
\begin{align}
(1-\nu)\left[qa-(2-4\nu)b\right]&=\nu qa,\\
(1-2\nu)qa&=2(1-\nu)(1-2\nu)b,
\end{align}
so $qa=2(1-\nu)b$ and $qc=-(1-2\nu)b$. The shear condition is $G(b+qa+qc)=2Gb=f$. The surface displacement amplitude is thus
\begin{equation}
a=\frac{(1-\nu)f}{Gq}.
\label{eq:response}
\end{equation}

The load is a gradient, so each of its Fourier components points along its own wavevector and \eqref{eq:response} applies. With $h_{\mathbf q}=\int h\,e^{-i\mathbf q\cdot\mathbf x}d^2x$, equation \eqref{eq:work} becomes
\begin{align}
E_{\rm el}&=-\frac12\int\!\frac{d^2q}{(2\pi)^2}\,\frac{1-\nu}{Gq}\,\sigma^2q^2|h_{\mathbf q}|^2\nonumber\\
&=-M(1+\nu)\varepsilon^2\int\!\frac{d^2q}{(2\pi)^2}\,q|h_{\mathbf q}|^2 ,
\label{eq:fourier}
\end{align}
because $(1-\nu)M/G=Y/G=2(1+\nu)$.

For a cone, $h=s(R-r)$ inside $r=R$ and $V=\pi sR^3/3$. Since $rJ_0(qr)=\frac{d}{dr}[rJ_1(qr)/q]$, integration by parts gives
\begin{equation}
h_q=2\pi s\int_0^R(R-r)rJ_0(qr)\,dr=\frac{2\pi s}{q}\int_0^R rJ_1(qr)\,dr .
\end{equation}
With $r=Rt$ and $q=k/R$, the integral in \eqref{eq:fourier} is $2\pi s^2R^3I$, where
\begin{equation}
I=\int_0^1\!\!\int_0^1 tt'H(t,t')\,dt\,dt',\quad H=\int_0^\infty\! J_1(kt)J_1(kt')\,dk .
\end{equation}
The addition theorem for Bessel functions and $\int_0^\infty J_0(k\rho)dk=1/\rho$ give
\begin{equation}
H(1,x)=\frac1\pi\int_0^\pi\frac{\cos\theta\,d\theta}{\sqrt{1+x^2-2x\cos\theta}}
=\sum_{n\ge0}\beta_n\beta_{n+1}x^{2n+1},
\end{equation}
for $x<1$. The series follows from factoring the root into $(1-xe^{i\theta})^{1/2}(1-xe^{-i\theta})^{1/2}$ and expanding each inverse factor with $\beta_n=\binom{2n}{n}/4^n$.

The complete elliptic integrals of modulus $x$ are $\mathsf K=\frac\pi2\sum\beta_n^2x^{2n}$ and $\mathsf E=\frac\pi2\sum\beta_n^2x^{2n}/(1-2n)$. In their difference the coefficient is $\beta_n^2\,2n/(2n-1)=\beta_n\beta_{n-1}$, so $xH(1,x)=\frac2\pi(\mathsf K-\mathsf E)$. By symmetry take $t'=xt<t$ and double. With $H(t,xt)=H(1,x)/t$,
\begin{equation}
I=2\int_0^1t^2dt\int_0^1xH(1,x)\,dx=\frac{4}{3\pi}\int_0^1(\mathsf K-\mathsf E)\,dx .
\end{equation}
Integrating the defining integrals over the modulus first,
\begin{align}
\int_0^1\mathsf K\,dx&=\int_0^{\pi/2}\frac{\phi}{\sin\phi}\,d\phi,\\
\int_0^1\mathsf E\,dx&=\frac12\int_0^{\pi/2}\left(\cos\phi+\frac{\phi}{\sin\phi}\right)d\phi .
\end{align}
The substitution $v=\tan(\phi/2)$ turns the first into $2\int_0^1 v^{-1}\arctan v\,dv=2\mathcal C$, where $\mathcal C=\sum(-1)^n/(2n+1)^2=0.915966$ is Catalan's constant. The second is $\frac12+\mathcal C$. The difference is $\mathcal C-\frac12$, and
\begin{align}
E_{\rm el}&=-\tfrac83\left(\mathcal C-\tfrac12\right)M(1+\nu)\varepsilon^2s^2R^3,\\
w&=\frac8\pi\left(\mathcal C-\tfrac12\right)M(1+\nu)\varepsilon^2s .
\label{eq:w}
\end{align}
A steeper island relaxes more per volume; a larger one of the same slope does not.

\section{What remains is the surface}

Let $\gamma_f$ be the surface energy of the sides and $\gamma_0$ that of the film they cover. The sides have area $\pi R^2\sqrt{1+s^2}$, so
\begin{equation}
E_{\rm s}=\pi gR^2,\qquad g=\gamma_f\sqrt{1+s^2}-\gamma_0 .
\end{equation}
In terms of volume this is $\Gamma V^{2/3}$ with $\Gamma=\pi g(3/\pi s)^{2/3}$. The chemical potential is the energy per added atom. With atomic volume $\Omega$ and $dV=\pi sR^2dR$,
\begin{equation}
\mu=\Omega\frac{dE}{dV}=\Omega\left(-w+\frac{2\pi gR}{\pi sR^2}\right)=\Omega\left(-w+\frac{2g}{sR}\right).
\label{eq:mu}
\end{equation}
For two islands $w$ cancels:
\begin{equation}
\mu_1-\mu_2=\frac{2\Omega g}{s}\left(\frac1{R_1}-\frac1{R_2}\right).
\end{equation}
If $g>0$, the smaller island has the higher potential and loses atoms to the larger.

Equal sizes are no refuge. Move a volume $x$ between two islands of volume $V$. The energy $E(V+x)+E(V-x)$ has zero slope at $x=0$ and curvature
\begin{equation}
2E''(V)=-\tfrac49\Gamma V^{-4/3},
\end{equation}
to which the linear elastic term contributes nothing. For $g>0$ equal sizes are an energy maximum. For $g<0$ they are a minimum, and the smaller islands are favoured. The sign of $g$ is thus a condition of the result.

The tempting length appears on setting $dE/dR=-\pi wsR^2+2\pi gR$ to zero:
\begin{equation}
R^*=\frac{2g}{ws},\qquad E(R^*)=-\frac{2g}{sR^*}\frac{\pi sR^{*3}}3+\pi gR^{*2}=\frac{\pi gR^{*2}}3 .
\end{equation}
For $g>0$ this is a maximum. An island below $R^*$ lowers its energy by shrinking into the film, one above it by growing. Strain and surface energy together set the barrier to forming islands, but give them no final size.

\section{The numbers}

Take $Y=130$ GPa, $\nu=0.25$, $\varepsilon=0.04$, $s=0.2$, $\Omega=0.023\ \mathrm{nm^3}$, $T=900$ K and $\gamma_f=\gamma_0=6.0\ \mathrm{eV/nm^2}$. The film energy density is $M\varepsilon^2=1.731\ \mathrm{eV/nm^3}$, and
\begin{align}
w&=\frac8\pi(0.41597)(1.25)(1.731)(0.2)=0.458\ \mathrm{eV/nm^3},\\
g&=6.0(\sqrt{1.04}-1)=0.119\ \mathrm{eV/nm^2}.
\end{align}
Elasticity lowers every island's potential by $\Omega w=10.54$ meV per atom. The surface adds 1.82 meV at 15 nm and 1.09 meV at 25 nm. The difference, 0.73 meV, is the whole drive for ripening in this model, though it is far smaller than the common shift.

For the three islands of the opening case, the elastic energy is $-2592$ eV before and after merging. The surface energy changes from
\begin{equation}
\pi g(15^2+20^2+25^2)\ \mathrm{nm^2}=467\ \mathrm{eV}
\end{equation}
to $\pi g(30^2)\ \mathrm{nm^2}=336$ eV. Merging thus releases 131 eV. The barrier, 0.84 eV high, has its top at $R^*=2.6$ nm, well below the sizes considered. A cone of that radius is only 0.5 nm high, so these continuum values are rough. The barrier also varies as $g^3$: the changes of $g$ by surface stress considered below would put it anywhere between about 0.1 and 3 eV.

For dilute adatoms in local equilibrium, the concentration beside an island is proportional to $e^{\mu/k_BT}$. With $k_BT=77.56$ meV, the ratio between the 15 and 25 nm islands is
\begin{equation}
e^{0.729/77.56}=1.009 .
\end{equation}
A concentration difference below one per cent is a weak drive. How fast the islands exchange atoms also depends on the adatom density and diffusion, which are not computed here. If exchange is slow, sizes can seem settled during an experiment without any energy minimum. Compared with material that kept the full film strain, relaxation also multiplies all these concentrations by $e^{-10.543/77.56}\approx0.87$. With the other kinetic factors held fixed, this slows the exchange without reversing it.

\section{Where the argument can fail}

\subsection*{Surface stress}
Let the surface stress jump by $\Delta\tau$ at the rim, giving a radial force per length. The misfit load on the cone is radial with magnitude $M\varepsilon s$, and \eqref{eq:response} gives the rim displacement
\begin{equation}
\frac{u(R)}R=2(1+\nu)\varepsilon s\int_0^1tH(1,t)\,dt=\frac4\pi(1+\nu)\varepsilon s\left(\mathcal C-\tfrac12\right).
\end{equation}
This is 0.0053 here. It is a small-slope value: on the true surface at slope 0.2 it is 0.0045, which would lower the shift of $g$ found below from 0.064 to 0.054 $\mathrm{eV/nm^2}$. The work, $2\pi R\,\Delta\tau\,u(R)$ in magnitude, is proportional to $R^2$ and belongs in $g$. For an assumed jump of $6.0\ \mathrm{eV/nm^2}$ it changes $g$ by $2\Delta\tau u/R=0.064\ \mathrm{eV/nm^2}$, with a sign set by that of the jump. Counting only this radial force, the effective $g$ then lies at 0.055 or 0.182 $\mathrm{eV/nm^2}$. It stays positive, but the drive may be halved, and a larger jump or a lower $\gamma_f$ could reverse it.

The same line force also relaxes the solid by itself. The island's size limits the wavenumbers to about $1/R$ and above, so from \eqref{eq:response} its energy per length is, to logarithmic accuracy,
\begin{equation}
-\frac{\Delta\tau^2}{2}\,2\!\int_{1/R}^{1/a_0}\!\frac{dq}{2\pi}\frac{1-\nu}{Gq}=-\kappa\ln\frac R{a_0},\quad \kappa=\frac{(1-\nu)\Delta\tau^2}{2\pi G},
\end{equation}
with $a_0$ an atomic cutoff. Multiplying by $2\pi R$ and differentiating by volume adds $-2\Omega\kappa[\ln(R/a_0)+1]/(sR^2)$ to $\mu$. This elastic term is not proportional to volume, and it does oppose ripening. For $a_0=0.5$ nm it takes 0.036 meV from the drive of 0.729 meV, about 5\%.

\subsection*{Neighbours}
At a distance $d$ much greater than the radii, $h_{\mathbf q}$ may be replaced by the volume in the cross term of \eqref{eq:fourier}. Since $1/q$ is the transform of $1/(2\pi d)$, the transform of $q$ is $-\nabla^2[1/(2\pi d)]=-1/(2\pi d^3)$, and
\begin{equation}
E_{12}=\frac{M(1+\nu)\varepsilon^2V_1V_2}{\pi d^3}.
\end{equation}
The islands repel. Yet at fixed positions the potential of island 1 rises in proportion to $V_2$, so the smaller of a pair is raised more. At $d=100$ nm this adds about 0.04 meV to the drive between the 15 and 25 nm islands. Repulsion within this pair helps ripening.

\subsection*{A thin substrate}
A substrate clamped at finite depth brings in a length, and the scaling argument fails. For slope 0.2 and radii of 0.75 and 1.5 substrate thicknesses, the finite-element solution gives the smaller island about 9\% more elastic gain per volume. Elasticity then does favour small islands. This depends on the clamped base: a free-standing substrate of the same thickness yields more easily under a wide island, and the larger island then gains more per volume.

\subsection*{Unequal islands}
The shift is common if misfit and shape are common. When misfits differ, the flat strained film is no longer a common reference, and energies must be counted from unstrained material. The elastic part of the potential is then $\Omega(M\varepsilon^2-w)$, here $39.81-10.54=29.27$ meV, and it is proportional to $\varepsilon^2$. The drive between the 15 and 25 nm islands is cancelled if the larger has the misfit
\begin{equation}
0.04\sqrt{1+0.729/29.27}=0.0405,
\end{equation}
with shape and surface energies held fixed and the free energy of mixing left out. In this estimate an increase of 1.2\% is enough, and a lower misfit in the larger island would instead help ripening. The estimate removes or adds material at each island's own composition. If the misfits differ because the compositions do, such a transfer does not conserve each species, and the estimate does not apply to a closed pair of islands. If the misfit is proportional to the germanium fraction $c_{\rm Ge}$, adding a single germanium atom also changes that fraction. The elastic part of its potential then follows $c_{\rm Ge}(2-c_{\rm Ge})$ instead of $c_{\rm Ge}^2$, and hardly varies near pure germanium. That of silicon follows $-c_{\rm Ge}^2$. For material of germanium fraction $c_0$ the weighted sum is $2c_0c_{\rm Ge}-c_{\rm Ge}^2$, which is stationary at $c_{\rm Ge}=c_0$. When material from the smaller island passes unchanged into a larger one of slightly different composition, the elastic terms therefore cancel to first order and do not stop the transfer. A change of slope also changes both $w$ and $g$.

\section{Beside real islands}

The parameters are round values in the rough regime of germanium islands on silicon: a misfit near 4\%, shallow facets and growth near 900 K. The equality of $\gamma_f$ and $\gamma_0$ is a choice, and $g$, a small difference of large energies, is the least certain input. Even its sign is not settled by this model: for reconstructed germanium facets under compression it may be near zero or negative. The cone replaces a faceted pyramid and the solid is taken as isotropic, which affects the coefficient in \eqref{eq:w} but not the volume law. Equal stiffness is a stronger idealization. A softer germanium film beneath the islands gives smaller islands more elastic gain per volume and so opposes ripening. For a film 0.6 nm thick, with Young's modulus 103 GPa on a substrate of 130 GPa and the misfit stress set by the film's modulus, a small-slope estimate takes about 0.12 meV from the drive of 0.729 meV; on the true conical surface, with the island as soft as the film, a finite-element solution gives under 0.1 meV. On the true surface at slope 0.2 the elastic energy is 0.915 of the small-slope value, a correction common to all sizes. The assumption most open to doubt is that of identical islands. Real ones take up silicon and can change to steeper shapes as they grow, and small differences in composition then alter the potential of each species. If the germanium fraction is one per cent higher, relative to its value, in the larger island, ideal mixing alone raises the potential of germanium there by $k_BT\ln1.01\approx0.77$ meV, enough to offset the surface drive for that species. The potential of silicon falls there at the same time, and for material moved at the smaller island's composition the two mixing terms cancel to first order, as the elastic ones do. The second-order remainder favours the larger island and grows near pure germanium: 0.04 meV at a fraction of 0.9 and 0.29 meV at 0.98. Mixing then favours an exchange of species, but does not by itself hold the sizes fixed. If real islands keep their sizes, the cause may lie in a $g$ near or below zero, in differences of shape, in rim or surface stress, or in slow kinetics; the relaxation of misfit strain in identical, isolated islands on a thick substrate of equal stiffness cannot supply it. The numerical output collects most of the values used here. Its cancelling misfit, 0.03859, counts each island from its own flat strained film; the value to use is the 0.0405 derived above.

\section*{Calculated quantities}
\begin{verbatim}
TESTS (ratios should be 1 unless noted)
Catalan constant: 0.915966
cone constant, formula: 1.10924
cone constant, Bessel integral: 1.10922
small-slope energy, FEM/formula: 0.9967
rim displacement, FEM/formula: 0.9980
far displacement, FEM/formula: 1.0063
elastic energy, three islands/one: 0.9989
elastic mu, small/large island: 0.9992
energy per volume, slope 0.6, small/large: 0.9957
same on thin substrate (not 1): 1.086
INPUTS
Young modulus: 130 GPa; Poisson ratio: 0.25
misfit: 0.040; side slope: 0.20
facet surface energy: 6.0 eV/nm2
film surface energy: 6.0 eV/nm2
atomic volume: 0.023 nm3; temperature: 900 K
RESULTS
biaxial modulus M: 1081.9 eV/nm3
film strain energy density: 1.7310 eV/nm3
elastic gain w: 0.4584 eV/nm3
elastic shift of mu: -10.543 meV/atom
surface excess g: 0.1188 eV/nm2
R 15 nm: V 706.9 nm3, surface mu 1.822, total mu -8.721 meV
R 20 nm: V 1675.5 nm3, surface mu 1.366, total mu -9.176 meV
R 25 nm: V 3272.5 nm3, surface mu 1.093, total mu -9.450 meV
R 30 nm: V 5654.9 nm3, surface mu 0.911, total mu -9.632 meV
elastic energy, three islands: -2592.1 eV
elastic energy, merged island: -2592.1 eV
surface energy, three islands: 466.6 eV
surface energy, merged island: 336.0 eV
energy change on merging: -130.7 eV
mu(15 nm) - mu(25 nm): 0.729 meV/atom
thermal energy: 77.56 meV
adatom concentration ratio: 1.00944
critical radius: 2.592 nm
nucleation barrier: 0.836 eV
NEGLECTED EFFECTS
true-surface/small-slope elastic energy: 0.915
assumed surface-stress jump: 6.0 eV/nm2
its area term: +/- 0.0636 eV/nm2
range of effective g: 0.0553 to 0.1824 eV/nm2
rim cutoff length: 0.5 nm
rim term in mu(15)-mu(25): -0.0356 meV
neighbour distance: 100 nm
neighbour term in mu(15)-mu(25): 0.0406 meV
misfit of 25 nm island cancelling drive: 0.03859
\end{verbatim}
